# Soffer's specularity from averaged phases, and where it fails: a numerical check

```python
"""
Result under test: a wave of wavenumber k, reflected at angle theta from the
normal by a hard wall with Gaussian heights of rms h, keeps the coherent
specular flux fraction p = exp(-4 k^2 h^2 cos(theta)^2), if the phase
approximation holds (correlation length L long compared with 1/k).
Symbols: q = k cos(theta), K = k sin(theta), C(r) = exp(-r^2/L^2).
Also tested: sharing of the scattered flux among channels, failure of the
phase approximation at short L, and loss of in-plane momentum.
Wave tests use k = 1; the gold example uses nm and eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import i0e

rng = np.random.default_rng(12345)


def soffer(k, h, cos_theta):
    return np.exp(-4 * (k * h * cos_theta) ** 2)


# ---- Gaussian average of the reflected phase, by quadrature ----
for k_h, cosine in [(0.3, 1.0), (0.8, 0.6), (1.2, 0.4)]:
    amplitude = quad(lambda t: np.cos(2 * k_h * cosine * t)
                     * np.exp(-t * t / 2) / np.sqrt(2 * np.pi), -12, 12)[0]
    assert abs(amplitude ** 2 - soffer(1.0, k_h, cosine)) < 1e-9

# ---- Independent patches: flux in every diffraction channel ----
patches, trials = 64, 20000
k_h_patch = 0.5
phases = 2 * k_h_patch * rng.standard_normal((trials, patches))
channels = np.fft.fft(np.exp(1j * phases), axis=1) / patches
channel_flux = np.mean(np.abs(channels) ** 2, axis=0)
p_patch = soffer(1.0, k_h_patch, 1.0)
assert abs(channel_flux[0] - p_patch - (1 - p_patch) / patches) < 0.005
assert np.max(np.abs(channel_flux[1:] - (1 - p_patch) / patches)) < 6e-4

# ---- Correlated pair of heights ----
pair_corr = 0.6
first = rng.standard_normal(400000)
second = (pair_corr * first
          + np.sqrt(1 - pair_corr ** 2) * rng.standard_normal(400000))
pair_average = np.mean(np.cos(2 * k_h_patch * (first - second)))
pair_formula = np.exp(-4 * k_h_patch ** 2 * (1 - pair_corr))
assert abs(pair_average - pair_formula) < 0.006


# ---- Full-wave reflection from a periodic ridged hard wall, k = 1 ----
def random_surface(x, period, h, corr_length, fixed_spectrum=False):
    """Return heights and slopes with correlation exp(-r^2/L^2)."""
    top = int(8 * period / (2 * np.pi * corr_length))
    n = np.arange(0, top + 1)
    kappa = 2 * np.pi * n / period
    weight = np.exp(-(kappa * corr_length) ** 2 / 4)
    weight = weight / (weight[0] + 2 * weight[1:].sum())
    a, b = rng.standard_normal((2, top + 1))
    if fixed_spectrum:
        norm = np.sqrt((a * a + b * b) / 2)
        a, b = a / norm, b / norm
    size = h * np.sqrt(2 * weight)
    size[0] = 0.0 if fixed_spectrum else h * np.sqrt(weight[0])
    cosines = np.cos(np.outer(x, kappa))
    sines = np.sin(np.outer(x, kappa))
    heights = cosines @ (size * a) + sines @ (size * b)
    slopes = cosines @ (kappa * size * b) - sines @ (kappa * size * a)
    return heights, slopes


def wave_reflection(x, heights, period, order, K):
    """Outgoing amplitudes from psi = 0 on the wall, by least squares."""
    n = np.arange(-order, order + 1)
    shift = 2 * np.pi * n / period
    q_out = np.sqrt(1 - (K + shift) ** 2 + 0j)
    q_in = np.sqrt(1 - K * K)
    matrix = np.exp(1j * (np.outer(x, shift) + heights[:, None] * q_out))
    target = -np.exp(-1j * q_in * heights)
    adjoint = matrix.conj().T
    return np.linalg.solve(adjoint @ matrix, adjoint @ target), q_out, shift


K_in = 0.5
q_in = np.sqrt(1 - K_in ** 2)

# Long correlation: coherent fraction, flux and in-plane momentum
period, order, wave_h, wave_L = 200.0, 70, 0.5, 15.0
x = np.arange(3 * (2 * order + 1)) * period / (3 * (2 * order + 1))
specular, phase_means, fluxes, losses, slope_squares = [], [], [], [], []
for _ in range(400):
    heights, slopes = random_surface(x, period, wave_h, wave_L)
    R, q_out, shift = wave_reflection(x, heights, period, order, K_in)
    flux = q_out.real / q_in * np.abs(R) ** 2
    specular.append(R[order])
    phase_means.append(-np.mean(np.exp(-2j * q_in * heights)))
    fluxes.append(flux.sum())
    losses.append(np.sum(flux * (-shift)) / K_in)
    slope_squares.append(np.mean(slopes ** 2))
wave_p = abs(np.mean(specular)) ** 2
wave_formula = soffer(1.0, wave_h, q_in)
wave_loss = np.mean(losses)
loss_formula = 4 * np.mean(slope_squares)
assert np.max(np.abs(np.array(fluxes) - 1)) < 1e-4
assert abs(np.mean(specular) - np.mean(phase_means)) < 0.02
# Sampling error of the coherent fraction is about 0.01
assert abs(wave_p - wave_formula) < 0.04
# Finite kL shifts the gentle-slope law by a few percent
assert abs(wave_loss / loss_formula - 1) < 0.08
assert abs(np.mean(slope_squares) / (2 * wave_h**2 / wave_L**2) - 1) < 0.1

# Short correlation: second-order sum holds, phase formula fails
short_period, short_order, short_h, short_L = 40.0, 130, 0.01, 0.5
points = 3 * (2 * short_order + 1)
x = np.arange(points) * short_period / points
heights, _ = random_surface(x, short_period, short_h, short_L, True)
R_plus, q_out, shift = wave_reflection(
    x, heights, short_period, short_order, K_in)
R_minus, _, _ = wave_reflection(
    x, -heights, short_period, short_order, K_in)
mean_R = (R_plus[short_order] + R_minus[short_order]) / 2
short_loss = 1 - abs(mean_R) ** 2
fourier = np.fft.fft(heights) / points
n = np.arange(-short_order, short_order + 1)
second_order = 4 * q_in * np.sum(q_out.real * np.abs(fourier[n]) ** 2)
phase_loss = 4 * q_in ** 2 * np.mean(heights ** 2)
assert abs(short_loss / second_order - 1) < 0.02
assert short_loss / phase_loss < 0.3

# ---- Second-order average for a two-dimensional isotropic surface ----
nodes, node_weights = np.polynomial.legendre.leggauss(800)
alpha = (nodes + 1) * np.pi / 4
alpha_weights = node_weights * np.pi / 4


def loss_ratio(kL, cos_theta):
    """Leading-order coherent loss divided by that of the phase formula."""
    K = np.sqrt(1 - cos_theta ** 2)
    K_out = np.sin(alpha)
    spectrum = (kL ** 2 / 2 * np.exp(-(K - K_out) ** 2 * kL ** 2 / 4)
                * i0e(K * K_out * kL ** 2 / 2))
    mean_q = np.sum(alpha_weights * spectrum * K_out * np.cos(alpha) ** 2)
    return mean_q / cos_theta


kicks = rng.standard_normal((2, 400000)) * np.sqrt(2) / 3.0
cos45 = np.cos(np.pi / 4)
inside = 1 - (cos45 + kicks[0]) ** 2 - kicks[1] ** 2
sampled_q = np.mean(np.sqrt(np.maximum(inside, 0)))
assert abs(sampled_q - cos45 * loss_ratio(3.0, cos45)) < 0.005
assert abs(loss_ratio(200.0, 1.0) - 1) < 1e-3
assert abs(loss_ratio(0.1, cos45) * cos45 / (0.1 ** 2 / 6) - 1) < 0.01

# ---- Gold example: rough typical inputs, free-electron sphere ----
lattice_nm, h_nm, L_nm, temperature = 0.41, 0.2, 10.0, 300.0
short_L_nm = 0.1
density = 4 / lattice_nm ** 3
kF = (3 * np.pi ** 2 * density) ** (1 / 3)
EF = (const.hbar * kF * 1e9) ** 2 / (2 * const.m_e) / const.e
G = 4 * (kF * h_nm) ** 2
flux_average = (1 - np.exp(-G)) / G
flux_quad = quad(lambda u: 2 * u * soffer(kF, h_nm, u), 0, 1)[0]
assert abs(flux_average - flux_quad) < 1e-8
half_angle = np.degrees(np.arccos(np.sqrt(np.log(2) / G)))
momentum_loss = 8 * h_nm ** 2 / L_nm ** 2
deflection = np.degrees(2 * np.sqrt(2) * h_nm / L_nm)
thermal_shift = const.k * temperature / const.e / EF

# Terraces on a (111) face, with discrete Gaussian height weights
step_nm = lattice_nm / np.sqrt(3)
levels = np.arange(-15, 16)
level_weights = np.exp(-(levels * step_nm / h_nm) ** 2 / 2)
level_weights /= level_weights.sum()
terrace_rms = step_nm * np.sqrt(np.sum(level_weights * levels ** 2))


def terrace_p(u):
    return np.sum(level_weights * np.cos(2 * kF * u * step_nm * levels)) ** 2


terrace_phase = 2 * kF * step_nm
near_formula = np.exp(-((terrace_phase - 2 * np.pi) * h_nm / step_nm) ** 2)
assert abs(terrace_p(1.0) - near_formula) < 1e-3
terrace_average = quad(lambda u: 2 * u * terrace_p(u), 0, 1)[0]

# ---- Printed numbers ----
print("TESTS, k = 1, dimensionless")
print(f"Patches: number {patches}, kh {k_h_patch}, p {p_patch:.4f}")
print(f"Patch specular channel, sampled: {channel_flux[0]:.4f}")
print(f"Patch other channels, sampled mean: {channel_flux[1:].mean():.5f}")
print(f"Wall: kh {wave_h}, kL {wave_L}, sin(theta) {K_in}")
print(f"Coherent fraction, full wave: {wave_p:.4f}")
print(f"Coherent fraction, formula: {wave_formula:.4f}")
print(f"In-plane momentum loss, full wave: {wave_loss:.5f}")
print(f"In-plane momentum loss, 4<slope^2>: {loss_formula:.5f}")
print(f"Short wall: kh {short_h}, kL {short_L}")
print(f"Short wall coherent loss, full wave: {short_loss:.3e}")
print(f"Short wall coherent loss, second order: {second_order:.3e}")
print(f"Short wall coherent loss, phase formula: {phase_loss:.3e}")
print("GOLD SURFACE, rough typical inputs")
print(f"Lattice parameter: {lattice_nm} nm")
print(f"Rms roughness h: {h_nm} nm")
print(f"Correlation length L: {L_nm} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Electron density: {density:.2f} nm^-3")
print(f"Fermi wavenumber: {kF:.3f} nm^-1")
print(f"Fermi wavelength: {2 * np.pi / kF:.3f} nm")
print(f"Fermi energy: {EF:.3f} eV")
print(f"G = 4 kF^2 h^2: {G:.3f} (dimensionless)")
for degrees in (0, 45, 80, 85):
    value = soffer(kF, h_nm, np.cos(np.radians(degrees)))
    print(f"p at {degrees} degrees: {value:.3e} (fraction)")
print(f"Angle where p = 1/2: {half_angle:.2f} degrees")
print(f"Flux-averaged p: {flux_average:.4f} (fraction)")
print("NEGLECTED EFFECTS")
print(f"In-plane momentum loss 8h^2/L^2: {momentum_loss:.5f} (fraction)")
print(f"Rms deflection by facet tilt: {deflection:.2f} degrees")
for degrees in (45, 80, 85):
    value = loss_ratio(kF * L_nm, np.cos(np.radians(degrees)))
    print(f"Leading loss/phase formula, L={L_nm} nm, {degrees} deg: {value:.4f}")
short_ratio = loss_ratio(kF * short_L_nm, cos45)
print(f"Same ratio, L={short_L_nm} nm, 45 deg: {short_ratio:.4f}")
print(f"(111) step height: {step_nm:.4f} nm")
print(f"Rms height of terraces: {terrace_rms:.4f} nm")
print(f"Phase per step at normal incidence: {terrace_phase:.3f} rad")
print(f"Terrace p at normal incidence: {terrace_p(1.0):.4f} (fraction)")
print(f"Terrace flux-averaged p: {terrace_average:.4f} (fraction)")
print(f"Relative exponent change for energy kT: {thermal_shift:.5f}")
print(f"kF / distance to (111) zone face: {kF * step_nm / np.pi:.4f}")
print("success")
```

It prints:

```
TESTS, k = 1, dimensionless
Patches: number 64, kh 0.5, p 0.3679
Patch specular channel, sampled: 0.3782
Patch other channels, sampled mean: 0.00987
Wall: kh 0.5, kL 15.0, sin(theta) 0.5
Coherent fraction, full wave: 0.4731
Coherent fraction, formula: 0.4724
In-plane momentum loss, full wave: 0.00909
In-plane momentum loss, 4<slope^2>: 0.00892
Short wall: kh 0.01, kL 0.5
Short wall coherent loss, full wave: 6.832e-05
Short wall coherent loss, second order: 6.828e-05
Short wall coherent loss, phase formula: 2.934e-04
GOLD SURFACE, rough typical inputs
Lattice parameter: 0.41 nm
Rms roughness h: 0.2 nm
Correlation length L: 10.0 nm
Temperature: 300 K
Electron density: 58.04 nm^-3
Fermi wavenumber: 11.978 nm^-1
Fermi wavelength: 0.525 nm
Fermi energy: 5.466 eV
G = 4 kF^2 h^2: 22.955 (dimensionless)
p at 0 degrees: 1.074e-10 (fraction)
p at 45 degrees: 1.036e-05 (fraction)
p at 80 degrees: 5.005e-01 (fraction)
p at 85 degrees: 8.400e-01 (fraction)
Angle where p = 1/2: 79.99 degrees
Flux-averaged p: 0.0436 (fraction)
NEGLECTED EFFECTS
In-plane momentum loss 8h^2/L^2: 0.00320 (fraction)
Rms deflection by facet tilt: 3.24 degrees
Leading loss/phase formula, L=10.0 nm, 45 deg: 0.9996
Leading loss/phase formula, L=10.0 nm, 80 deg: 0.9150
Leading loss/phase formula, L=10.0 nm, 85 deg: 0.9772
Same ratio, L=0.1 nm, 45 deg: 0.2519
(111) step height: 0.2367 nm
Rms height of terraces: 0.2000 nm
Phase per step at normal incidence: 5.671 rad
Terrace p at normal incidence: 0.7650 (fraction)
Terrace flux-averaged p: 0.2012 (fraction)
Relative exponent change for energy kT: 0.00473
kF / distance to (111) zone face: 0.9025
success
```
